\section*{Why a flat spread of hopping barriers gives nearly constant dielectric loss}

\section{A loss that hardly depends on frequency}

Place a disordered insulator between two electrodes and apply a small alternating voltage. Some charge carriers cannot cross the sample, but each can hop back and forth between two neighbouring sites. The hops lag behind the field, and the lag turns electrical energy into heat. A single hopping pair does this well near one frequency, which is set by its own hopping rate. A decade away from that frequency its loss has fallen several times over. Yet a solid full of such pairs can show a loss that stays almost level over many decades.

Hopping over a barrier $E$ takes a time proportional to $\exp(E/kT)$, so a modest spread of barriers makes an enormous spread of times. That explains why the loss is broad. It does not yet explain why it is level, how high the level is, or where it ends. A model of independent pairs answers all three questions in closed form.

\section{One pair in an alternating field}

Let a carrier of charge $q$ occupy one of two sites of equal energy, a distance $d$ apart, with a barrier $E$ midway. Without a field it hops from either site at the rate $w=\nu_0e^{-E/kT}$, where $\nu_0$ is the attempt rate. This is classical hopping over the barrier, which requires $E$ to be well above $kT$.

A field $F$ at an angle $\theta$ to the pair axis lowers the right site by $v=\tfrac12 qdF\cos\theta$ and raises the left site by $v$. The barrier top, being midway, stays where it is. The carrier therefore leaves the right site at the rate $we^{-v/kT}$ and the left site at the rate $we^{v/kT}$. Let $m=p_R-p_L$ be the difference of the occupation probabilities. Since $p_R+p_L=1$, we have $p_R=(1+m)/2$, $p_L=(1-m)/2$ and $dm/dt=2\,dp_R/dt$, so
\begin{align}
\frac{dm}{dt}&=2\left[we^{v/kT}\,\frac{1-m}{2}-we^{-v/kT}\,\frac{1+m}{2}\right]\nonumber\\
&=2w\left[\sinh\frac{v}{kT}-m\cosh\frac{v}{kT}\right].
\end{align}
For a weak field, $|v|\ll kT$, we keep first order in $v$. As $m$ is itself of first order, the hyperbolic cosine becomes 1:
\begin{equation}
\tau\frac{dm}{dt}=-m+\frac{v}{kT},\qquad
\tau=\frac1{2w}=\tau_0e^{E/kT},\qquad \tau_0=\frac1{2\nu_0}.
\end{equation}
The factor 2 in $\tau$ arises because hops in both directions restore equilibrium.

Let the field vary as the real part of $F_0e^{-i\omega t}$. Then $d/dt$ becomes $-i\omega$, and the amplitudes obey $m_0=(v_0/kT)/(1-i\omega\tau)$. The dipole moment along the field is $\tfrac12qd\cos\theta\,m$. With $N$ randomly oriented pairs per volume, $\langle\cos^2\theta\rangle=1/3$, and the polarization divided by $\varepsilon_0F_0$ is
\begin{equation}
\frac{N}{\varepsilon_0}\,\frac{q^2d^2}{4kT}\,\frac13\,\frac1{1-i\omega\tau}
=\Delta\varepsilon\,\frac{1+i\omega\tau}{1+\omega^2\tau^2},
\qquad \Delta\varepsilon=\frac{Nq^2d^2}{12\varepsilon_0kT}.
\end{equation}
This adds to the constant $\varepsilon_\infty$ of the faster processes. We write $\varepsilon=\varepsilon'+i\varepsilon''$; with this time factor a positive $\varepsilon''$ means absorption. The field at each pair is taken to be the average field, and the pairs do not interact.

The linear step was tested by integrating the full rate equation with $v_0=0.01\,kT$ at three frequencies. The response differed from $1/(1-i\omega\tau)$ by at most $2.3\times10^{-5}$.

\section{A window that slides along the barriers}

At a given frequency, define the barrier whose pairs have $\omega\tau=1$, and measure other barriers from it in units of $kT$:
\begin{equation}
E_\omega=kT\ln\frac1{\omega\tau_0},\qquad x=\frac{E-E_\omega}{kT}.
\end{equation}
Then $\omega\tau=\omega\tau_0e^{E/kT}=e^x$, and the loss factor of a pair is
\begin{equation}
\frac{\omega\tau}{1+\omega^2\tau^2}=\frac1{e^{-x}+e^x}=\tfrac12\operatorname{sech}x .
\end{equation}
Pairs with much higher barriers hardly move during a cycle. Pairs with much lower barriers follow the field almost in phase, and so take little energy from it. The loss comes from the barriers in between, within a few $kT$ of $E_\omega$.

The frequency has dropped out of the shape of this window. It appears only in the position $E_\omega$. With $t=e^x$, the area between $-X$ and $X$ is
\begin{equation}
\int_{-X}^{X}\frac{dx}{e^x+e^{-x}}=\int_{e^{-X}}^{e^X}\frac{dt}{1+t^2}
=2\arctan e^X-\frac{\pi}{2},
\end{equation}
where $\arctan e^{-X}=\pi/2-\arctan e^X$ was used. The full area is $\pi/2$, and the part within $3kT$ of the centre is 94\% of it.

Now let $g(E)$ be the normalized distribution of barriers, with $q$, $d$ and $\nu_0$ the same for all pairs. If $g$ changes little over a few $kT$ around $E_\omega$, it can be taken out of the integral:
\begin{equation}
\varepsilon''(\omega)=\Delta\varepsilon\,kT\!\int\! g(E_\omega+kTx)\,\tfrac12\operatorname{sech}x\,dx
\approx\frac{\pi}{2}\,\Delta\varepsilon\,kT\,g(E_\omega).
\label{eq:window}
\end{equation}
The loss spectrum is a slightly blurred picture of the barrier distribution. Raising the frequency tenfold moves the window down by $kT\ln10$, about 0.060~eV at 300~K. If the distribution is flat, the window finds the same number of pairs at each position, and the loss stays the same.

\section{The flat distribution}

Let $g=1/W$ between $E_1$ and $E_2=E_1+W$, and zero outside. Write $\tau_i=\tau_0e^{E_i/kT}$ for the relaxation times at the two ends. Since $dE=kT\,d\tau/\tau$,
\begin{align}
\varepsilon''(\omega)&=\Delta\varepsilon\,\frac{kT}{W}\int_{\tau_1}^{\tau_2}\frac{\omega\,d\tau}{1+\omega^2\tau^2}\nonumber\\
&=\Delta\varepsilon\,\frac{kT}{W}\left[\arctan(\omega\tau_2)-\arctan(\omega\tau_1)\right].
\label{eq:loss}
\end{align}
When $1/\tau_2\ll\omega\ll1/\tau_1$, the first arctangent is close to $\pi/2$ and the second close to zero. The loss is then close to the plateau value
\begin{equation}
\varepsilon''_{\rm pl}=\frac{\pi}{2}\,\Delta\varepsilon\,\frac{kT}{W}.
\end{equation}

For an example, choose $E_1=0.2$~eV, $E_2=0.8$~eV, $\nu_0=10^{12}$~s$^{-1}$, $d=0.3$~nm, $N=10^{26}$~m$^{-3}$, one elementary charge per pair, and $T=300$~K. These are round model values and stand for no particular material. With $kT/q=0.02585$~V,
\begin{equation}
\Delta\varepsilon=\frac{10^{26}\,(1.602\times10^{-19})\,(3\times10^{-10})^2}{12\,(8.854\times10^{-12})\,(0.02585)}=0.525
\end{equation}
in SI units. As $W/kT=23.21$, the plateau is $1.571\times0.525/23.21=0.0355$. The end times are $\tau_1=1.15\times10^{-9}$~s and $\tau_2=13.8$~s. The edges $1/(2\pi\tau_2)$ and $1/(2\pi\tau_1)$ lie at 0.0116~Hz and $1.39\times10^8$~Hz, 10.1 decades apart.

Compare this with the same total strength placed on a single barrier of 0.5~eV:
\begin{center}
\begin{tabular}{lll}
frequency & flat distribution & single barrier\\
1 Hz & 0.0353 & 0.00041\\
1 kHz & 0.0355 & 0.255\\
1 MHz & 0.0354 & 0.00067
\end{tabular}
\end{center}
The single barrier gives a high, narrow peak. The flat distribution spreads the same strength into a low, level band.

The real part follows from the same integration. Since $1/(1+\omega^2\tau^2)=1-\omega^2\tau^2/(1+\omega^2\tau^2)$, its integral over $\ln\tau$ is $\ln\tau-\tfrac12\ln(1+\omega^2\tau^2)$. With $\ln(\tau_2/\tau_1)=W/kT$,
\begin{equation}
\varepsilon'-\varepsilon_\infty=\Delta\varepsilon\left[1-\frac{kT}{2W}\ln\frac{1+\omega^2\tau_2^2}{1+\omega^2\tau_1^2}\right].
\end{equation}
Well inside the band the logarithm is close to $2\ln(\omega\tau_2)$. Hence $d\varepsilon'/d\ln\omega\approx-\Delta\varepsilon\,kT/W=-(2/\pi)\varepsilon''_{\rm pl}$. Each decade freezes out an equal share of the pairs. Here $\varepsilon'$ drops by $(2/\pi)(0.0355)(2.303)=0.052$ per decade, so a level loss comes with a permittivity that falls steadily on a logarithmic frequency scale.

\section{What the end barriers do}

The identity $\arctan z=\pi/2-\arctan(1/z)$ for $z>0$ turns Eq.~(\ref{eq:loss}) into
\begin{align}
\frac{\varepsilon''}{\varepsilon''_{\rm pl}}&=1-\frac2\pi\left[\arctan\frac1{\omega\tau_2}+\arctan(\omega\tau_1)\right]\nonumber\\
&\approx1-\frac2\pi\left[\frac1{\omega\tau_2}+\omega\tau_1\right],
\label{eq:deficit}
\end{align}
the last form holding well inside the band. Both corrections are negative at every frequency, so the loss never quite reaches the plateau value. The first correction belongs to the highest barrier and grows towards low frequency. The second belongs to the lowest barrier and grows towards high frequency. Each is the part of the window that hangs over an end of the distribution, where there are no pairs. At 1~Hz the first term gives a deficit of $(2/\pi)/(2\pi\times13.8)=0.7\%$; at 1~MHz the second gives 0.5\%.

At $\omega=1/\tau_2$ the window is centred on the highest barrier. Half of it is empty, and the loss is half the plateau, apart from a correction of order $\tau_1/\tau_2$. The same holds at $\omega=1/\tau_1$. Further out, expanding the arctangents of Eq.~(\ref{eq:loss}) for small and for large arguments gives
\begin{equation}
\varepsilon''\approx\Delta\varepsilon\,\frac{kT}{W}
\begin{cases}
\omega(\tau_2-\tau_1), & \omega\ll1/\tau_2,\\[2pt]
\omega^{-1}(\tau_1^{-1}-\tau_2^{-1}), & \omega\gg1/\tau_1.
\end{cases}
\end{equation}
Below the band even the slowest pairs keep up with the field, and the remaining loss comes mainly from their small lag. Above it even the fastest pairs barely hop within a cycle.

To see that each end controls its own edge, add pairs beyond one end while keeping the number per unit energy fixed. The factor $\Delta\varepsilon/W$ is then unchanged, and $E_2$ enters through $\arctan(\omega\tau_2)$ alone. Raising $E_2$ by 0.1~eV multiplies the loss at the old low-frequency edge by 1.97, because the empty half of the window is now almost filled. At the high-frequency edge the loss is unchanged to the six decimals printed. Lowering $E_1$ by 0.1~eV does the same with the edges exchanged, although the new lowest barrier is then only $3.9\,kT$ high, which strains the condition that barriers be well above $kT$.

\section{How wide is the level part?}

The distance between the edges overstates the useful range, since the loss has already halved there. For an exact width, call the bracket in Eq.~(\ref{eq:loss}) $\varphi$. It lies between 0 and $\pi/2$, so its tangent determines it:
\begin{equation}
\tan\varphi=\frac{\omega\tau_2-\omega\tau_1}{1+\omega^2\tau_1\tau_2}.
\end{equation}
Let $\omega_m=1/\sqrt{\tau_1\tau_2}$, $u=\omega/\omega_m$ and $X=W/2kT$. Since $\tau_2/\tau_1=e^{2X}$, we have $\omega\tau_2=ue^X$ and $\omega\tau_1=ue^{-X}$, and therefore
\begin{equation}
\tan\varphi=\frac{2u\sinh X}{1+u^2}=\frac{\sinh X}{\cosh(\ln u)},
\qquad \varepsilon''=\Delta\varepsilon\,\frac{kT}{W}\,\varphi .
\label{eq:compact}
\end{equation}
The spectrum is symmetric on a logarithmic frequency axis about $\omega_m$, where it has its maximum. In the example this lies at 1.27~kHz.

Ask now that the loss be at least $(1-\delta)\varepsilon''_{\rm pl}$. This means $\varphi\ge\pi/2-\pi\delta/2$, or $\tan\varphi\ge\cot(\pi\delta/2)$. By Eq.~(\ref{eq:compact}) the condition is $\cosh(\ln u)\le\sinh X\tan(\pi\delta/2)$, which holds over a range
\begin{equation}
\Delta\ln\omega=2\operatorname{arcosh}\left[\sinh\frac{W}{2kT}\,\tan\frac{\pi\delta}{2}\right].
\end{equation}
For a broad distribution, $\sinh X\approx e^X/2$ and $\operatorname{arcosh}y\approx\ln 2y$, so that
\begin{equation}
\Delta\ln\omega\approx\frac{W}{kT}-2\ln\cot\frac{\pi\delta}{2}.
\end{equation}
The tolerance costs a fixed number of decades, however broad the distribution is. For $\delta=0.05$ the cotangent is 12.7 and the cost is $2\ln12.7/\ln10=2.2$ decades, half at each end. Of the 10.1 decades between the edges, 7.9 remain, from 0.15~Hz to 11~MHz.

There is also a least width. The argument of the inverse hyperbolic cosine must reach 1, which requires
\begin{equation}
W\ge2kT\operatorname{arsinh}\left(\cot\frac{\pi\delta}{2}\right).
\end{equation}
For 5\% this is $6.5\,kT$, or 0.167~eV at 300~K. A narrower distribution cannot fill the window well enough at any frequency. In the opposite limit, $W\ll kT$, Eq.~(\ref{eq:compact}) gives $\varphi\approx X/\cosh(\ln u)$ and $\varepsilon''\approx\tfrac12\Delta\varepsilon\operatorname{sech}(\ln u)$. This is the peak of a single pair. Barriers that differ by much less than $kT$ act as one.

\section{Why the plateau must end}

For each pair, the loss factor integrated over $\ln\omega$ is $\int_0^\infty\tau\,d\omega/(1+\omega^2\tau^2)=\pi/2$, whatever its $\tau$. Adding the pairs gives
\begin{equation}
\int_{-\infty}^{\infty}\varepsilon''\,d\ln\omega=\frac{\pi}{2}\,\Delta\varepsilon .
\end{equation}
The barriers decide where the loss appears, not how much there is in total. The plateau height times the distance between the edges, $\varepsilon''_{\rm pl}\times W/kT$, is this same $\pi\Delta\varepsilon/2$. In the example both are 0.825. A loss that stayed constant down to zero frequency, or up without limit, would need an infinite $\Delta\varepsilon$. In this model, then, constant loss can hold over a finite band at most, and for the flat distribution the end barriers set that band.

\section{Breadth is not enough}

Keep the range from $E_1$ to $E_2$, but tilt the distribution: $g(E)\propto e^{-E/E_0}$. Put $s=kT/E_0$ and take $s<1$. Far from both ends the integral in Eq.~(\ref{eq:window}) may run over all $x$. Since $g(E_\omega+kTx)=g(E_\omega)e^{-sx}$, we need, with $t=e^x$ and then $y=t^2$,
\begin{align}
\int_{-\infty}^{\infty}\frac{e^{-sx}\,dx}{e^x+e^{-x}}
&=\int_0^\infty\frac{t^{-s}\,dt}{1+t^2}
=\frac12\int_0^\infty\frac{y^{-(1+s)/2}\,dy}{1+y}\nonumber\\
&=\frac{\pi}{2\sin[\pi(1-s)/2]}=\frac{\pi}{2\cos(\pi s/2)}.
\end{align}
The third step uses $\int_0^\infty y^{a-1}dy/(1+y)=\pi/\sin\pi a$ for $0<a<1$, with $a=(1-s)/2$. As $e^{-E_\omega/E_0}=(\omega\tau_0)^s$, the loss is
\begin{equation}
\varepsilon''=\frac{\pi}{2}\,\frac{\Delta\varepsilon\,kT\,g(E_\omega)}{\cos(\pi s/2)}\propto\omega^{s}.
\end{equation}
With $E_0=0.25$~eV at 300~K, $s=0.103$. Over the two central decades the loss grows by a factor $100^{0.103}=1.6$, while by Eq.~(\ref{eq:deficit}) the loss of the flat distribution stays within 0.01\% of its plateau value. The two distributions cover the same range of barriers. Breadth makes the response extend over many decades; flatness makes it level. A surplus of low barriers tilts the loss upwards with frequency, because higher frequencies probe lower barriers.

The same argument shows which distribution has to be flat. If $d$ varies with $E$, each barrier counts in proportion to $d^2$, and the weighted density $g(E)\,d^2(E)$ takes the place of $g(E)$. If $\nu_0$ varies with $E$, equal steps of $E$ need no longer be equal steps of $\ln\tau$, and it is the strength per unit $\ln\tau$ that must be constant.

\section{Temperature, conductivity and limits}

Insert $\Delta\varepsilon$ into the plateau value:
\begin{equation}
\varepsilon''_{\rm pl}=\frac{\pi}{24}\,\frac{Nq^2d^2}{\varepsilon_0W}.
\end{equation}
The temperature has cancelled. Heating weakens the polarization of each pair as $1/T$, but it widens the window in proportion to $T$, so that more pairs take part.

What heating does change is the position of the window. At 1~kHz, $E_\omega$ is 0.34~eV at 200~K and 0.51~eV at 300~K, and the loss is 0.0355 at both. At 400~K, $E_\omega=0.675$~eV is 0.125~eV below the highest barrier, or $3.6\,kT$. Equation~(\ref{eq:deficit}) then predicts a deficit of $(2/\pi)e^{-3.6}=1.7\%$, in agreement with the computed 0.0349. At 100~K, $E_\omega=0.169$~eV has dropped below the lowest barrier: all pairs are too slow, and the loss is $6.0\times10^{-4}$. At 600~K, $E_\omega=1.01$~eV lies above the highest barrier: all pairs follow the field, and the loss is $3.7\times10^{-4}$. For pairs whose two sites have equal energies, a plateau in frequency is thus also a plateau in temperature, bounded by the same two barriers.

The conductivity carried by the hopping is $\sigma'=\omega\varepsilon_0\varepsilon''$. On the plateau it is nearly proportional to frequency, and at 1~kHz it is $2.0\times10^{-9}$~S/m. The rise does not mean that carriers move more freely at high frequency. Each cycle dissipates nearly the same energy, and there are more cycles per second.

Several conditions lie behind these results. The pairs are closed. If some carriers can cross the sample, their steady conductivity $\sigma_0$ adds $\sigma_0/(\omega\varepsilon_0)$ to the loss, and this hides the plateau at angular frequencies $\omega$ below about $\sigma_0/(\varepsilon_0\varepsilon''_{\rm pl})$. The two sites have equal energies; an energy difference $\Delta$ alters the rate of a pair and reduces its strength by the factor $\operatorname{sech}^2(\Delta/2kT)$. The cancellation of temperature found here is then lost. If $\Delta$ is spread evenly over a range much wider than $kT$, only a share of the pairs proportional to $T$ responds, and the plateau height grows in proportion to $T$. Sites in a disordered solid are generally unequal, so a temperature-independent height should not be expected there as a rule. Tunnelling through the barrier and interactions between pairs are left out. Within these limits, a measured plateau says that the strength-weighted density of barriers, averaged over the few $kT$ of the window, is flat over the energies probed. Finer structure is blurred out: even separate, equally strong barriers spaced $2kT$ apart would give a loss that ripples by only about 3\% above and below its mean, or about 6\% from maximum to minimum. If a broad, flat distribution ends sharply, the two frequencies at which the loss has fallen to half the plateau give the lowest and highest barriers once $\tau_0$ is known. If it tapers off instead, barriers can exist beyond those two values. The main values used here are listed in the numerical output that follows.

\section*{Table of computed values}
\begin{verbatim}
barriers E1, E2: 0.2, 0.8 eV; T = 300 K; kT = 0.02585 eV
nu0 = 1.0e+12 1/s; d = 0.3 nm; N = 1.0e+26 1/m^3
tau0 = 5.00e-13 s; W/kT = 23.209
tau1 = 1.1450e-09 s; tau2 = 1.3752e+01 s
edge frequencies 1/(2 pi tau): low 1.1573e-02 Hz, high 1.3899e+08 Hz
distance between edges: 10.080 decades
centre frequency: 1.2683e+03 Hz
relaxation strength D = 0.52496 (dimensionless)
plateau loss = 0.035530 (dimensionless)
largest loss / plateau: 1 - 1.162e-05
share from barriers within 3 kT: 0.9367
loss/plateau at low edge 0.500000, at high edge 0.500000
5 % band: 1.4705e-01 to 1.0939e+07 Hz
5 % band width: 7.872 decades
least W for a 5 % band: 0.1674 eV = 6.474 kT
E2 raised 0.1 eV: loss factor 1.9734 at low edge, 1.000000 at high edge
E1 lowered 0.1 eV: loss factor 1.9734 at high edge, 1.000000 at low edge
fall of eps' per decade at centre: 0.05208
integral of loss over ln omega: 0.82461; (pi/2) D = 0.82461
tilted density, E0 = 0.25 eV: exponent found 0.1034, kT/E0 = 0.1034
loss ratio over the same two central decades, flat: 1.000000
ac conductivity at 1 kHz: 1.9766e-09 S/m
frequency (Hz) | probed barrier (eV) | loss, flat | loss, single 0.5 eV
  1e-04 | 0.9228 | 1.9544e-04 | 4.1391e-08
  1e-02 | 0.8038 | 1.6119e-02 | 4.1391e-06
  1e+00 | 0.6847 | 3.5268e-02 | 4.1391e-04
  1e+02 | 0.5657 | 3.5527e-02 | 4.1136e-02
  1e+03 | 0.5061 | 3.5529e-02 | 2.5524e-01
  1e+04 | 0.4466 | 3.5528e-02 | 6.5527e-02
  1e+06 | 0.3276 | 3.5367e-02 | 6.6581e-04
  1e+08 | 0.2085 | 2.1423e-02 | 6.6581e-06
  1e+10 | 0.0895 | 3.1437e-04 | 6.6581e-08
at 1 kHz: T (K) | probed barrier (eV) | loss
  100 | 0.1687 | 5.9933e-04
  200 | 0.3374 | 3.5522e-02
  300 | 0.5061 | 3.5529e-02
  400 | 0.6749 | 3.4930e-02
  600 | 1.0123 | 3.7263e-04
largest error, driven pair: 2.3e-05 (dimensionless)
largest error, closed forms / D: 8.0e-15
\end{verbatim}
